Vertical recurrence for three-centre integrals with a solid-harmonic auxiliary function

Take the Coulomb integral between a product of two Gaussians on centres A and B and one Gaussian on centre C that carries a homogeneous polynomial p of degree l. Write p(r) = Σ p_{ij…} r_i r_j … with a symmetric tensor of rank l. The integral is linear in this tensor, and the Gaussian factors and 1/r₁₂ are invariant under rotations and reflections (the latter exclude ε_ijk), so each of the l indices must be contracted with one of three things: a vector between centres, an index of the polynomials on A and B, or another index of the same tensor through δ_ij, multiplied by a squared length. A solid harmonic r^l Y_lm has ∇²p = 0, which says that its tensor is traceless, so contractions of the third kind vanish. In the Obara-Saika recurrence that raises the angular momentum on C, the third kind is produced by the terms that lower the power on C itself. Symmetry thus fixes the form of the result known as Ahlrichs' simplification: the terms that lower c drop, and the terms that lower a and b stay. It does not fix the coefficients, nor say what the shortened recurrence yields before the harmonic combination is formed; the theorem below does.

**Conventions**

Hartree atomic units are used. The primitives are unnormalised, with positive exponents α, β, γ. A triple a = (a_x, a_y, a_z) labels the monomial Π_i (r_i − A_i)^{a_i}, |a| is its degree, and 1_i is the triple with a one in place i. Define

ζ = α + β, P = (αA + βB)/ζ, X = P − C
ρ = ζγ/(ζ+γ), W = (ζP + γC)/(ζ+γ)

Subtracting C or P from W gives W − C = ζX/(ζ+γ) = (ρ/γ)X and W − P = −γX/(ζ+γ). Since ∫₀^∞ exp(−u²r²) du = √π/(2r),

1/r₁₂ = (2/√π) ∫₀^∞ exp(−u² r₁₂²) du

Let t² = u²/(ρ+u²), which maps u ∈ [0,∞) to t ∈ [0,1). For any polynomial p,

[ab|p]^(m) = (2/√π) ∫₀^∞ du t^{2m} ∫∫ d³r₁ d³r₂ φ_a(r₁) φ_b(r₁) exp(−u²r₁₂²) p(r₂−C) exp(−γ|r₂−C|²)

where φ_a and φ_b are the Cartesian primitives on A and B. The integrand is absolutely integrable, so the order of integration is free, and m = 0 is the repulsion integral. Two volume elements and one Coulomb energy give the unit Eh bohr^(6+L), with L the total polynomial degree. [ab|c] stands for the monomial p = r^c, and [ab|0] for p = 1.

For fixed p the integrals form an array f(a,b,m). Three operators act on such arrays:

(M f)(a,b,m) = f(a,b,m+1)
(L^a_i f)(a,b,m) = a_i f(a−1_i,b,m)
(L^b_i f)(a,b,m) = b_i f(a,b−1_i,m)

Under the u integral, M is multiplication by t². From these,

R_i = { (W_i − C_i) + (L^a_i + L^b_i)/(2(ζ+γ)) } M
κ̂ = (1 − (ρ/γ)M)/(2γ)

**Theorem**

Let T(ab|0)^(m) = [ab|0]^(m) and define the shortened recurrence T(·|c+1_i) = R_i T(·|c), that is

T(ab|c+1_i)^(m) = (W_i−C_i) T(ab|c)^(m+1) + [a_i T(a−1_i,b|c)^(m+1) + b_i T(a,b−1_i|c)^(m+1)]/(2(ζ+γ))

For p = Σ_c p_c r^c let T(ab|p) = Σ_c p_c T(ab|c).

(i) T(ab|c) does not depend on the order in which the directions are raised.
(ii) For every polynomial p, [ab|p] = Σ_k (1/k!) (κ̂/2)^k T(ab|∇^{2k}p), a finite sum.
(iii) If ∇²p = 0, then [ab|p]^(m) = T(ab|p)^(m) for all a, b, m and all geometries.
(iv) If p is homogeneous and ∇²p ≠ 0, there is a position of C at which [00|p]^(m) ≠ T(00|p)^(m).

**Lemma 1 (the Gaussian at fixed u).** In each Cartesian direction the exponential factors form a two-variable Gaussian with centre (μ₁, μ₂) and covariances

μ₁ = P + (W−P)t², μ₂ = C + (W−C)t²
σ₂₂ = κ(t) = (1 − ρt²/γ)/(2γ), σ₁₁ = (1 − ρt²/ζ)/(2ζ), σ₁₂ = t²/(2(ζ+γ))

and the seed integral is

[00|0]^(m) = K F_m(ρ|X|²), F_m(s) = ∫₀¹ t^{2m} exp(−s t²) dt
K = 2π^{5/2} exp(−αβ|A−B|²/ζ)/(ζγ√(ζ+γ))

Proof. In one direction, expanding both sides shows α(x₁−A)² + β(x₁−B)² = ζ(x₁−P)² + (αβ/ζ)(A−B)²: the x₁² and x₁ terms agree by the definitions of ζ and P, and the constants agree because αA² + βB² − (αA+βB)²/ζ = αβ(A−B)²/ζ. What remains in the exponent is

Φ = ζ(x₁−P)² + γ(x₂−C)² + u²(x₁−x₂)² = (x−μ)ᵀ Ω (x−μ) + Φ_min

with Ω = [[ζ+u², −u²], [−u², γ+u²]]. Its determinant and inverse are

Δ = (ζ+u²)(γ+u²) − u⁴ = ζγ + u²(ζ+γ) = (ζ+γ)(ρ+u²)
Ω⁻¹ = (1/Δ) [[γ+u², u²], [u², ζ+u²]]

Setting the gradient of Φ to zero gives Ωμ = (ζP, γC), so μ₂ = [u²ζP + (ζ+u²)γC]/Δ. Subtracting C = [ζγC + u²ζC + u²γC]/Δ leaves

μ₂ − C = u²ζ(P−C)/Δ = ζX t²/(ζ+γ) = (W−C)t²

and the same steps for μ₁ = [(γ+u²)ζP + u²γC]/Δ give μ₁ − P = −γX t²/(ζ+γ) = (W−P)t². The covariance matrix is defined as σ = Ω⁻¹/2. Its off-diagonal element is u²/(2Δ) = t²/(2(ζ+γ)). With 1/(ρ+u²) = (1−t²)/ρ,

(ζ+u²)/Δ = [ζ(1−t²)/ρ + t²]/(ζ+γ) = (1−t²)/γ + t²/(ζ+γ)

because ζ/(ρ(ζ+γ)) = 1/γ. Since 1/γ − 1/(ζ+γ) = ζ/(γ(ζ+γ)) = ρ/γ², this equals 1/γ − ρt²/γ², which is 2κ(t). Exchanging ζ and γ gives σ₁₁. For the minimum, μ₁ − μ₂ = X − Xt²(γ+ζ)/(ζ+γ) = X(1−t²) and u² = ρt²/(1−t²), so

Φ_min/X² = (ζγ² + γζ²)t⁴/(ζ+γ)² + u²(1−t²)² = ρt⁴ + ρt²(1−t²) = ρt²

Each direction integrates to π/√Δ, with Δ = (ζ+γ)ρ/(1−t²). From u = √ρ t (1−t²)^{−1/2} follows du = √ρ (1−t²)^{−3/2} dt. The powers of 1−t² cancel:

(2/√π) π³ Δ^{−3/2} du = 2π^{5/2} (ζ+γ)^{−3/2} ρ^{−1} dt = 2π^{5/2} dt/(ζγ√(ζ+γ))

Multiplying by t^{2m} exp(−ρ|X|²t²) and by the bra prefactor gives the seed. ∎

The variance κ(t) falls from 1/(2γ) at t = 0 to 1/(2(ζ+γ)) at t = 1. It is positive, and it is the same in x, y and z; this isotropy is what the theorem rests on.

**Lemma 2 (Obara-Saika steps).** For any polynomial p,

[ab|x_i p] = R_i [ab|p] + κ̂ [ab|∂_i p]

[a+1_i,b|p] = { (P_i−A_i) + (W_i−P_i)M + (1 − (ρ/ζ)M)(L^a_i + L^b_i)/(2ζ) } [ab|p] + M [ab|∂_i p]/(2(ζ+γ))

where x_i stands for (r₂−C)_i.

Proof. Let w = exp(−(x−μ)ᵀΩ(x−μ)) in direction i. Then ∂_k w = −2 Σ_n Ω_kn (x−μ)_n w; multiplying by Ω⁻¹ gives (x−μ)_j w = −Σ_k σ_jk ∂_k w. Integrating by parts against a polynomial f, with no boundary term because w decays,

∫ (x−μ)_j f w = Σ_k σ_jk ∫ (∂_k f) w

Take f = (bra monomials) × p and write x₂ − C = (μ₂ − C) + (x₂ − μ₂). The first part gives (W−C)t² f. The second gives σ₁₂ times the derivative with respect to x₁, plus κ(t) times the derivative with respect to x₂. The x₁ derivative of (x₁−A)^{a_i}(x₁−B)^{b_i} is the action of L^a_i + L^b_i, and the x₂ derivative turns p into ∂_i p. Each t² becomes M under the u integral, which yields the first relation. The second follows from x₁ − A = (P−A) + (μ₁−P) + (x₁−μ₁), with σ₁₁ on the x₁ derivative and σ₁₂ on the x₂ derivative. For b, replace P−A by P−B. ∎

For p = r^c, ∂_i p = c_i r^{c−1_i}, and the term κ̂[ab|∂_i p] reads

(c_i/(2γ)) { [ab|c−1_i]^(m) − (ρ/γ)[ab|c−1_i]^(m+1) }

These are the two lowering terms that the shortened recurrence omits.

**Lemma 3 (commutation).** The operators R_x, R_y, R_z and κ̂ commute with one another.

Proof. M acts on m, L^a on a and L^b on b, so operators of different kinds commute. For i ≠ j, both L^a_i L^a_j f and L^a_j L^a_i f equal a_i a_j f(a−1_i−1_j,b,m), because lowering a_i leaves a_j unchanged; the same holds for b. The coefficients are numbers. ∎

A polynomial q can therefore be evaluated at the operators, q(R), without an ordering rule, and its coefficients may contain κ̂.

**Lemma 4 (smoothing operator).** For a parameter κ that commutes with everything else, let E_κ = Σ_k (κ/2)^k ∇^{2k}/k!, a finite sum on polynomials. Then E_κ E_κ′ = E_{κ+κ′}, and

E_κ(x_i p) = x_i E_κ p + κ E_κ ∂_i p

Proof. The product rule for E is the binomial theorem, as for any exponential series in one operator. Leibniz's rule gives ∇²(x_i q) = x_i∇²q + 2∂_i q. Suppose ∇^{2k}(x_i p) = x_i∇^{2k}p + 2k∇^{2k−2}∂_i p. Applying ∇² gives x_i∇^{2k+2}p + 2∂_i∇^{2k}p + 2k∇^{2k}∂_i p, the same form with k+1, so it holds for all k. In the series the second term has coefficient (κ/2)^k 2k/k! = κ(κ/2)^{k−1}/(k−1)!, which sums to κE_κ∂_i p. ∎

**Proof of the theorem**

(i) Iterating the definition gives T(·|c) as a product of c_x factors R_x, c_y factors R_y and c_z factors R_z acting on the seed array S = [ab|0]^(m). By Lemma 3 the order is immaterial, and T(·|p) = p(R)S.

(ii) Define G(p) = (E_κ̂ p)(R) S. It is linear in p and G(1) = S. Replacing x by R in Lemma 4 gives G(x_i p) = R_i G(p) + κ̂ G(∂_i p), the first relation of Lemma 2. If G and [ab|·] agree on monomials of degree up to n, a monomial of degree n+1 is x_i p with p of degree n and ∂_i p of degree n−1, so they agree on it. By induction and linearity they agree on all polynomials. Writing out E_κ̂ and using (∇^{2k}p)(R)S = T(·|∇^{2k}p) gives (ii).

(iii) If ∇²p = 0, every term with k ≥ 1 in (ii) vanishes.

(iv) Let p have degree l and a = b = 0. Then L^a and L^b give zero and R_i = (ρ/γ)X_i M. The polynomial ∇^{2k}p is homogeneous of degree l−2k. Put X = λn by moving C, which leaves K unchanged. By (ii) and Lemma 1,

[00|p]^(m) − T(00|p)^(m) = K Σ_{k≥1} λ^{l−2k} (ρ/γ)^{l−2k} (∇^{2k}p)(n) J_k/k!
J_k = ∫₀¹ (κ(t)/2)^k t^{2(l−2k+m)} exp(−ρλ²|n|²t²) dt

Let k₀ ≥ 1 be the largest k with ∇^{2k}p not the zero polynomial, and choose n with (∇^{2k₀}p)(n) ≠ 0. Dividing by λ^{l−2k₀} and letting λ → 0 removes the terms with k < k₀, which carry positive powers of λ. The k₀ term tends to a non-zero limit because κ(t) > 0 makes J_{k₀} tend to a positive number. The difference is therefore non-zero for small λ > 0. ∎

**Remark 1 (solid harmonics).** In spherical coordinates ∇²(r^l Y_lm) = r^{l−2}[l(l+1) − l(l+1)]Y_lm = 0, the first term from the radial part and the second from the angular part, so the 2l+1 solid harmonics satisfy the condition of (iii). They exhaust it at degree l. Write p = Σ_k z^k q_k(x,y); then ∇²p = 0 is (k+2)(k+1)q_{k+2} = −(∂_x² + ∂_y²)q_k, so q₀, with l+1 coefficients, and q₁, with l, are free and determine the rest. Of the (l+1)(l+2)/2 Cartesian components, (l+1)(l+2)/2 − (2l+1) = l(l−1)/2 independent combinations are thus wrong in T. For l = 0 and 1 this number is zero and T is the Cartesian integral. The numerical check finds ranks 1, 3 and 6 for the error matrix at l = 2, 3, 4 over random positions of C, as (iii) and (iv) require.

**Remark 2 (meaning).** Let ⟨p⟩ be the average of p over an isotropic Gaussian with centre μ and variance κ per direction. The integration by parts of Lemma 2 gives ⟨x_i p⟩ = μ_i⟨p⟩ + κ⟨∂_i p⟩, the relation of Lemma 4 at x = μ, so ⟨p⟩ = (E_κ p)(μ) by the induction used in (ii). For an s-type bra at fixed t, the second electron is distributed in this way about C + (W−C)t² with variance κ(t). The lowering terms account for the spread of that cloud. A harmonic polynomial averages to its value at the centre, the mean-value property, so the spread has no effect on it. The terms that lower a and b come from σ₁₂, the correlation between the two electrons. They contract a ket index with a bra index, and tracelessness of p does not act on them.

**Remark 3 (Cartesian integrals from T).** E_κ is the product of exp(κ∂_i²/2) over the three directions, and ∂^{2k}x^c = c!/(c−2k)! x^{c−2k}, so (ii) for a monomial is

[ab|c] = Σ_k Π_i [c_i!/(k_i!(c_i−2k_i)!)] (κ̂/2)^{|k|} T(ab|c−2k)

with k running over triples with 2k_i ≤ c_i. In particular [ab|xx] = T(ab|xx) + κ̂[ab|0], and likewise for yy and zz. T(ab|c) is an intermediate, and equals the Cartesian integral at all geometries when every c_i ≤ 1, since such a monomial is harmonic.

**Remark 4 (one order per level).** Every term of R_i carries one factor M, so T(ab|c)^(0) with |c| = l needs T at degree l−1 with m = 1, at degree l−2 with m = 2, and the seeds [a′b′|0]^(l) at the single order l. Within these ket steps the index m is fixed by the degree and need not be stored; the bra steps that build the seeds still run over the orders l to l + |a| + |b|. For a (d p|g) block, raised along the first available direction and counting seeds but not the bra steps that build them, the full recurrence visits 1522 array elements and seed orders 0 to 4, the shortened one 994 elements and order 4.

**Remark 5 (limits).** For an s-type bra and homogeneous harmonic p,

[00|p]^(0) = K (ρ/γ)^l p(X) F_l(ρ|X|²)

At P = C this vanishes for l ≥ 1, as it must for a spherical charge concentric with a pure multipole. For ρ|X|² ≫ l+1 the upper limit in F_l may be moved to infinity, and the substitution v = s t² gives F_l(s) ≈ Γ(l+½)/(2s^{l+½}) at leading order. The integral then falls as p(X)/|X|^{2l+1}, the potential of a point multipole. For γ ≫ ζ, both W − C = ζX/(ζ+γ) and 1/(2(ζ+γ)) are of order 1/γ, so T(ab|xx) is of order 1/γ² relative to the seeds while the omitted κ̂[ab|0] is of order 1/γ. The omitted terms are then the larger part of [ab|xx], except near geometries where the seed [ab|0] passes through zero, as it can for a p-type bra. They are dropped because they cancel, not because they are small.

**Remark 6 (Hermite functions remove one of the two terms).** In one direction, with x = x₂ − C, define h_c by (2γ)^{−c} ∂_C^c exp(−γx²) = h_c(x) exp(−γx²). Because ∂_C = −∂_x on functions of x, h_{c+1} = x h_c − h_c′/(2γ). This is Lemma 4 for E_κ x^c with κ = −1/(2γ), so h_c = E_{−1/(2γ)} x^c. By (ii), the product of three such factors has the integral (E_κ′ r^c)(R)S with κ′ = κ̂ − 1/(2γ) = −ρM/(2γ²). By Lemma 4 these integrals obey the recurrence with the order-m lowering term absent and the order-(m+1) term, −c_iρ/(2γ²), present. For harmonic p, E_κ p = p for every κ. This gives Hobson's identity p(∇_C/(2γ)) exp(−γ|r−C|²) = p(r−C) exp(−γ|r−C|²), and it shows that writing the harmonic as a derivative explains the loss of the first term, while the loss of the second needs ∇²p = 0 once more.

**Remark 7 (the bra recurrences and contraction).** From E_κ̂ E_{−κ̂} = 1 and (ii), T(ab|p) = Σ_k (1/k!)(−κ̂/2)^k [ab|∇^{2k}p]. Apply the second relation of Lemma 2 to each ∇^{2k}p, multiply by (−κ̂/2)^k/k! and sum. Since κ̂ is a function of M, it commutes with the operators in that relation, and ∇² commutes with ∂_i, so T obeys the bra step with T(ab|∂_i p) in the last term. The identity x₁ − B = (x₁ − A) + (A − B) gives [a,b+1_i|p]^(m) = [a+1_i,b|p]^(m) + (A_i−B_i)[ab|p]^(m) at each m, and the same sum carries it over to T. The bra may therefore be built before or after the ket; built afterwards, it needs T(00|c) at several orders m, so the single order of Remark 4 holds only when the ket is raised last. A contracted shell is a sum of primitives with one common p, so (iii) holds term by term, each term with its own ζ, γ, P and W.

**Remark 8 (what is special to three centres).** Let the ket carry a fourth function with exponent δ, centre D and powers d. With η = γ + δ and Q = (γC + δD)/η the ket exponent is η|r₂−Q|² plus a constant, so Lemma 1 holds with γ → η and C → Q in ρ, W, κ and μ₂. Now x₂ − C = (Q−C) + (μ₂−Q) + (x₂−μ₂), and the x₂ derivative also acts on (x₂−D)^{d_i}. The first relation of Lemma 2 keeps its form with

R_i = (Q_i−C_i) + { (W_i−Q_i) + (L^a_i + L^b_i)/(2(ζ+η)) } M + κ̂ L^d_i, κ̂ = (1 − (ρ/η)M)/(2η)

where L^d_i lowers d_i with factor d_i. These operators commute by the argument of Lemma 3, so (i) to (iii) hold when c is raised on seeds [ab|0d] that already contain d. Two things change. The terms Q_i − C_i and κ̂L^d_i contain parts without M, so the single order of Remark 4 is lost unless Q = C and d = 0. And if d is produced afterwards by the transfer x₂ − D = (x₂ − C) + (C − D), the integral of x_i p is needed, with ∇²(x_i p) = 2∂_i p, which is not zero for harmonic p that depends on x_i. For p = xy and d = 1_x the transfer needs x²y, with E_κ(x²y) = x²y + κy, so the shortened values miss κ̂[ab|y]; in the program's four-centre test geometry with an s-type bra this term is −0.431197 Eh bohr⁹. For three centres δ = 0, so Q = C and there is no ket transfer.

**Worked example**

The parameters are round model values: α = 0.8, β = 0.5, γ = 0.7 bohr⁻², A = (0, 0, 0), B = (1.3, 0, 0), C = (−0.5, 0.8, 0.6) bohr. The bra is p_x on A and s on B, and the ket polynomial is x² − y², for which ∇²p = 2 − 2 = 0. Numbers are rounded to six decimals, so sums can differ in the last digit.

ζ = 1.3, ζ+γ = 2.0, ρ = 1.3 × 0.7/2.0 = 0.455 bohr⁻², ρ/γ = 0.65
P = (0.5 × 1.3/1.3, 0, 0) = (0.5, 0, 0) bohr
W_x = (1.3 × 0.5 − 0.7 × 0.5)/2.0 = 0.15, W_y = 0.7 × 0.8/2.0 = 0.28, W_z = 0.7 × 0.6/2.0 = 0.21 bohr
W − P = (−0.35, 0.28, 0.21), W − C = (0.65, −0.52, −0.39) bohr
ρ|X|² = 0.455 × (1.0² + 0.8² + 0.6²) = 0.91

With K = 16.162746 Eh bohr⁶ and F₀, F₁, F₂, F₃ = 0.764291, 0.198773, 0.106481, 0.071362, the seeds K F_m for m = 0 to 3 are

[ss|0]^(m) = 12.353041, 3.212717, 1.721018, 1.153403 Eh bohr⁶

The bra step with a = b = 0 and p = 1 is [p_x s|0]^(m) = (P−A)_x [ss|0]^(m) + (W−P)_x [ss|0]^(m+1), in Eh bohr⁷:

m = 0: 0.5 × 12.353041 − 0.35 × 3.212717 = 5.052070
m = 1: 0.5 × 3.212717 − 0.35 × 1.721018 = 1.004002
m = 2: 0.5 × 1.721018 − 0.35 × 1.153403 = 0.456818

Squaring R_x gives (W−C)_x² M², the cross term 2(W−C)_x L^a_x M²/(2(ζ+γ)), and a term in (L^a_x)² whose factor a_x(a_x−1) is zero for a_x = 1; b = 0 removes L^b. In y and z the bra has no power to lower. In Eh bohr⁹:

T(xx) = 0.65² × 0.456818 + 0.65 × 1.721018/2.0 = 0.193006 + 0.559331 = 0.752336
T(yy) = 0.52² × 0.456818 = 0.123524
T(zz) = 0.39² × 0.456818 = 0.069482

[p_x s|x²−y²] = 0.752336 − 0.123524 = 0.628813 Eh bohr⁹

The ket steps used seeds of order 2 and no other. The cross term that lowers a enters T(xx) but not T(yy), so it does not cancel in x² − y² and must be kept; here it supplies 0.559331 of the result 0.628813 Eh bohr⁹. The omitted term, with 1/(2γ) = 0.714286 bohr², is

κ̂[p_x s|0] = 0.714286 × (5.052070 − 0.65 × 1.004002) = 3.142477 Eh bohr⁹

Adding it to T(xx), T(yy) and T(zz) gives 3.894814, 3.266001 and 3.211960 Eh bohr⁹, the values obtained by quadrature of the defining integral. It cancels in 3.894814 − 3.266001 = 0.628813, and it is about five times that result. Integrating the Poisson potential of the ket against the bra on a grid, which makes no use of the variable u, also gives 0.628813 Eh bohr⁹. For p = r², ∇²p = 6, so (ii) gives a correction (κ̂/2) × 6 = 3κ̂ on the seed: the shortened sum 0.945342 falls short of the quadrature value 10.372775 by 9.427432 Eh bohr⁹, three times the omitted term.

The numerical check printed below tests the recurrences against quadrature of the definition for |a| ≤ 2, |b| ≤ 1, |c| ≤ 4 and m = 0, 1, 2, and the contracted spherical (d p|f) and (d p|g) blocks against PySCF; the deviations listed there are absolute, in the atomic unit of each integral.

Table of computed values

```
largest deviation, test 'full': 1.2e-14 a.u.
largest deviation, test 'closed': 1.2e-14 a.u.
largest deviation, test 'hermite': 1.2e-14 a.u.
largest deviation, test 'harmonic': 1.2e-14 a.u.
largest deviation, test 'path': 5.6e-17 a.u.
largest deviation, test 'poisson': 2.1e-17 a.u.
largest deviation, test 'four': 9.6e-18 a.u.
largest deviation, test 'pyscf': 2.6e-15 a.u.
largest error of T as Cartesian integral: 9.2903 a.u.
largest error if a,b lowering is dropped too: 0.4652 a.u.
rank of error matrix for l=2,3,4: 1 3 6
four-centre (ss|xy,px) term missed by ket transfer: -0.431197 Eh bohr^9
(dp|g) full: 1522 intermediates, seed orders m = 0 1 2 3 4
(dp|g) shortened: 994 intermediates, seed orders m = 4
example: alpha=0.8, beta=0.5, gamma=0.7 bohr^-2
A = (0.0000, 0.0000, 0.0000) bohr
B = (1.3000, 0.0000, 0.0000) bohr
C = (-0.5000, 0.8000, 0.6000) bohr
P = (0.5000, 0.0000, 0.0000) bohr
W = (0.1500, 0.2800, 0.2100) bohr
P-A = (0.5000, 0.0000, 0.0000) bohr
W-P = (-0.3500, 0.2800, 0.2100) bohr
W-C = (0.6500, -0.5200, -0.3900) bohr
zeta=1.3000, zeta+gamma=2.0000, rho=0.4550 bohr^-2
rho/gamma=0.6500, 1/(2 gamma)=0.714286 bohr^2
Boys argument = 0.9100, K = 16.16274632 Eh bohr^6
F_0 = 0.76429098, [ss|0]^(0) = 12.35304120 Eh bohr^6
F_1 = 0.19877294, [ss|0]^(1) = 3.21271663 Eh bohr^6
F_2 = 0.10648055, [ss|0]^(2) = 1.72101812 Eh bohr^6
F_3 = 0.07136183, [ss|0]^(3) = 1.15340313 Eh bohr^6
[px s|0]^(0) = 5.05206978 Eh bohr^7
[px s|0]^(1) = 1.00400197 Eh bohr^7
[px s|0]^(2) = 0.45681797 Eh bohr^7
T(xx) parts: 0.19300559 + 0.55933089 Eh bohr^9
T(xx) = 0.75233648, quadrature [px s|xx] = 3.89481398 Eh bohr^9
T(yy) = 0.12352358, quadrature [px s|yy] = 3.26600107 Eh bohr^9
T(zz) = 0.06948201, quadrature [px s|zz] = 3.21195951 Eh bohr^9
dropped term = 3.14247749, three times = 9.42743248 Eh bohr^9
x^2-y^2: T = 0.62881290, quadrature = 0.62881290 Eh bohr^9
x^2-y^2: Poisson grid = 0.62881290 Eh bohr^9
r^2: T = 0.94534207, quadrature = 10.37277456 Eh bohr^9
```
